# Variational binding of a donor centred in an infinite quantum well: a program that tests the result

```python
# Donor at the centre of an infinite well of width L (walls at z = +-L/2).
# Units: effective Bohr radius a*, effective rydberg Ry*; H = -Laplacian - 2/r.
# Binding E_b = (pi/L)^2 - E_0.  Trial function: cos(pi z/L) exp(-a r).
# Result under test: the trial binding is
#     B(a, L) = 4a/(1 + 2 a m) - a^2,
# m = mean |z| with weight cos^2(pi z/L) exp(-2a|z|); its maximum over a
# rises from 1 to 4 as L shrinks, and B <= E_b <= min(4, 1 + (pi/L)^2).
import numpy as np
from scipy.constants import physical_constants
from scipy.integrate import quad
from scipy.linalg import eigh
from scipy.optimize import minimize_scalar
from scipy.special import erfcx

pi = np.pi


def mean_distance(a, L):
    """Closed form of the weighted mean of |z|."""
    b, h, q = 2 * a, L / 2, 2 * pi / L
    e = np.exp(-b * h)
    one_minus_e = -np.expm1(-b * h)
    d = b * b + q * q
    integral = 0.5 * (one_minus_e / b + b * (1 + e) / d)
    slope = 0.5 * (h * e / b - one_minus_e / b**2
                   + (1 + e) * (q * q - b * b) / d**2 - b * h * e / d)
    return -slope / integral


def trial_binding(a, L):
    return 4 * a / (1 + 2 * a * mean_distance(a, L)) - a * a


def best_trial(L):
    res = minimize_scalar(lambda a: -trial_binding(a, L), bounds=(0.5, 3.0),
                          method="bounded", options={"xatol": 1e-9})
    return res.x, -res.fun


def direct_binding(a, L):
    """Binding from <H> itself, with a finite-difference gradient of psi."""
    t, wt = np.polynomial.legendre.leggauss(60)
    s, ws = np.polynomial.laguerre.laggauss(20)
    z = (L / 4 * (t + 1))[:, None]
    r = z + s[None, :] / (2 * a)
    x = np.sqrt(r * r - z * z)
    weight = (L / 4 * wt)[:, None] * (ws * np.exp(s))[None, :] / (2 * a) * r

    def psi(x, z):
        return np.cos(pi * z / L) * np.exp(-a * np.sqrt(x * x + z * z))

    step = 1e-5
    gx = (psi(x + step, z) - psi(x - step, z)) / (2 * step)
    gz = (psi(x, z + step) - psi(x, z - step)) / (2 * step)
    density = psi(x, z)**2
    energy = np.sum(weight * (gx**2 + gz**2 - 2 * density / r))
    return (pi / L)**2 - energy / np.sum(weight * density)


def gaussian_tables(count):
    """Normalised planar Gaussians exp(-alpha rho^2): overlap and kinetic."""
    alpha = 0.04 * 2.3**np.arange(count)
    p = alpha[:, None] + alpha[None, :]
    g = np.sqrt(alpha[:, None] * alpha[None, :])
    return p, g, 2 * g / p, 8 * g**3 / p**2


def large_basis_binding(L, channels=24, count=18):
    """Ritz binding in a basis of well subbands times planar Gaussians."""
    p, g, overlap, kinetic = gaussian_tables(count)
    t, wt = np.polynomial.legendre.leggauss(200)
    t, wt = (t + 1) / 2, wt / 2
    z, wz = L / 2 * t**2, L * t * wt           # nodes crowd towards z = 0
    odd = 2 * np.arange(channels) + 1
    chi = np.sqrt(2 / L) * np.cos(np.outer(odd, z) * pi / L)
    pairs = (chi[:, None, :] * chi[None, :, :]).reshape(channels**2, -1)
    plane = erfcx(np.sqrt(p).reshape(-1, 1) * z[None, :])
    v = (pairs * (2 * wz)) @ plane.T
    v = v.reshape(channels, channels, count, count)
    v = -4 * g * np.sqrt(pi / p) * v
    size = channels * count
    ham = v.transpose(0, 2, 1, 3).reshape(size, size)
    ham = ham + np.kron(np.eye(channels), kinetic)
    ham = ham + np.kron(np.diag((odd**2 - 1) * (pi / L)**2), overlap)
    ovl = np.kron(np.eye(channels), overlap)
    ham = (ham + ham.T) / 2
    return -eigh(ham, ovl, eigvals_only=True, subset_by_index=[0, 0])[0]


# Mean of 1/r in a plane at height z, from its definition in rho
for a, z in ((0.8, 0.3), (1.7, 1.1)):
    def planar(rho, power):
        r = np.hypot(rho, z)
        return rho * np.exp(-2 * a * r) / r**power
    top = quad(planar, 0, 40, args=(1,), limit=200)[0]
    bottom = quad(planar, 0, 40, args=(0,), limit=200)[0]
    assert abs(top / bottom - 1 / (z + 1 / (2 * a))) < 1e-7

# Closed mean distance, its growth with L as a covariance, and full energy
for a, L in ((1.0, 0.5), (1.3, 1.0), (0.9, 4.0), (1.8, 2.0)):
    def average(func):
        def w(z):
            return np.cos(pi * z / L)**2 * np.exp(-2 * a * z)
        return (quad(lambda z: func(z) * w(z), 0, L / 2)[0]
                / quad(w, 0, L / 2)[0])

    def wall(z):
        return 2 * pi * z / L**2 * np.tan(pi * z / L)
    m = average(lambda z: z)
    assert abs(m - mean_distance(a, L)) < 1e-9
    cov = average(lambda z: z * wall(z)) - m * average(wall)
    d = 1e-4
    growth = (mean_distance(a, L + d) - mean_distance(a, L - d)) / (2 * d)
    assert cov > 0 and abs(cov - growth) < 1e-6
    assert abs(direct_binding(a, L) - trial_binding(a, L)) < 1e-5

# Variational binding: monotone, between 1 and 4, with its two limiting laws
scan = np.array([best_trial(L)[1] for L in np.geomspace(0.001, 200, 120)])
assert np.all(np.diff(scan) < 0) and scan[0] < 4 and scan[-1] > 1
narrow_slope = 32 * (0.25 - 1 / pi**2)
narrow_found = (4 - best_trial(0.001)[1]) / 0.001
wide_found = (best_trial(200.0)[1] - 1) * 200.0**2
assert abs(narrow_found / narrow_slope - 1) < 0.01
assert abs(wide_found / pi**2 - 1) < 0.01

# Planar Coulomb ground energy, needed for the upper bound of 4
p, g, overlap, kinetic = gaussian_tables(18)
planar_energy = eigh(kinetic - 4 * g * np.sqrt(pi / p), overlap,
                     eigvals_only=True)[0]
assert -4 - 1e-8 < planar_energy < -4 + 2e-3

# Comparison with the large basis (tolerances: its finite-basis error)
widths = (0.25, 0.5, 1.0, 2.0, 4.0, 8.0)
rows, changes = [], []
for L in widths:
    a, trial = best_trial(L)
    big = large_basis_binding(L)
    changes.append(big - large_basis_binding(L, channels=16, count=16))
    upper = min(4.0, 1 + (pi / L)**2)
    assert trial < big + 1e-3 and big < upper + 1e-7
    rows.append((L, a, trial, big, upper))
assert max(np.abs(changes)) < 2e-3
assert all(rows[i][3] > rows[i + 1][3] for i in range(len(rows) - 1))

print("Lengths in a*, energies in Ry*, decay parameter a in 1/a*")
print("width L | best a | trial binding | large-basis binding | upper bound")
for L, a, trial, big, upper in rows:
    print(f"{L:5.2f} | {a:.4f} | {trial:.4f} | {big:.4f} | {upper:.4f}")
gaps = [row[3] - row[2] for row in rows]
worst = int(np.argmax(gaps))
print(f"largest shortfall of trial binding: {gaps[worst]:.4f} Ry*"
      f" at L = {widths[worst]:.2f} a*")
print(f"that shortfall relative to large basis: "
      f"{100 * gaps[worst] / rows[worst][3]:.2f} percent")
print(f"largest change on reducing the large basis: "
      f"{max(np.abs(changes)):.1e} Ry*")
for L in (0.01, 100.0):
    a, trial = best_trial(L)
    print(f"extreme width L = {L:g} a*: a = {a:.4f} 1/a*,"
          f" trial binding = {trial:.5f} Ry*")
print(f"narrow-well slope: formula {narrow_slope:.4f},"
      f" found at L = 0.001 a*: {narrow_found:.4f} Ry*/a*")
print(f"wide-well coefficient: formula {pi**2:.4f},"
      f" found at L = 200 a*: {wide_found:.4f} Ry* a*^2")
print(f"planar Coulomb ground energy, Gaussian basis: {planar_energy:.4f} Ry*")

L = 1.0
a_best, b_best = best_trial(L)
print(f"Worked example: L = {L:.1f} a*, subband energy = {(pi/L)**2:.4f} Ry*")
for a in (1.0, 2.0, a_best):
    m = mean_distance(a, L)
    print(f"a = {a:.4f} 1/a*: m = {m:.5f} a*,"
          f" <1/r> = {2 * a / (1 + 2 * a * m):.4f} 1/a*,")
    print(f"   gradient cost a^2 = {a * a:.4f} Ry*,"
          f" binding = {trial_binding(a, L):.4f} Ry*")
print(f"trial total energy: {(pi / L)**2 - b_best:.4f} Ry*")

mass, permittivity = 0.1, 10.0
rydberg = physical_constants["Rydberg constant times hc in eV"][0]
bohr = physical_constants["Bohr radius"][0]
ry_mev = 1e3 * rydberg * mass / permittivity**2
a_nm = 1e9 * bohr * permittivity / mass
print(f"model mass = {mass} electron masses,"
      f" relative permittivity = {permittivity:g}")
print(f"1 a* = {a_nm:.4f} nm, 1 Ry* = {ry_mev:.4f} meV")
print(f"worked example: width = {L * a_nm:.3f} nm,"
      f" trial binding = {b_best * ry_mev:.2f} meV")
print("checks complete")
```

Printed output:

```
Lengths in a*, energies in Ry*, decay parameter a in 1/a*
width L | best a | trial binding | large-basis binding | upper bound
 0.25 | 1.6227 | 3.1942 | 3.2638 | 4.0000
 0.50 | 1.4342 | 2.7539 | 2.8569 | 4.0000
 1.00 | 1.2331 | 2.2519 | 2.3688 | 4.0000
 2.00 | 1.0585 | 1.7677 | 1.8656 | 3.4674
 4.00 | 0.9543 | 1.3769 | 1.4316 | 1.6169
 8.00 | 0.9506 | 1.1348 | 1.1488 | 1.1542
largest shortfall of trial binding: 0.1170 Ry* at L = 1.00 a*
that shortfall relative to large basis: 4.94 percent
largest change on reducing the large basis: 2.9e-04 Ry*
extreme width L = 0.01 a*: a = 1.9768 1/a*, trial binding = 3.95338 Ry*
extreme width L = 100 a*: a = 0.9995 1/a*, trial binding = 1.00099 Ry*
narrow-well slope: formula 4.7577, found at L = 0.001 a*: 4.7479 Ry*/a*
wide-well coefficient: formula 9.8696, found at L = 200 a*: 9.8678 Ry* a*^2
planar Coulomb ground energy, Gaussian basis: -4.0000 Ry*
Worked example: L = 1.0 a*, subband energy = 9.8696 Ry*
a = 1.0000 1/a*: m = 0.12890 a*, <1/r> = 1.5901 1/a*,
   gradient cost a^2 = 1.0000 Ry*, binding = 2.1802 Ry*
a = 2.0000 1/a*: m = 0.11188 a*, <1/r> = 2.7633 1/a*,
   gradient cost a^2 = 4.0000 Ry*, binding = 1.5267 Ry*
a = 1.2331 1/a*: m = 0.12468 a*, <1/r> = 1.8862 1/a*,
   gradient cost a^2 = 1.5205 Ry*, binding = 2.2519 Ry*
trial total energy: 7.6177 Ry*
model mass = 0.1 electron masses, relative permittivity = 10
1 a* = 5.2918 nm, 1 Ry* = 13.6057 meV
worked example: width = 5.292 nm, trial binding = 30.64 meV
checks complete
```
